# Flare at the centre of clear rings for an inverse-square kernel

## Problem

A projection lens sends a small part of the light far from its proper place in the image, because its surfaces scatter. This stray light, called flare, puts a background into features that should stay dark. Its reach is described by a kernel $K(r)$: the fraction of the light belonging to one image point that lands, per unit area, at distance $r$ from that point. Take

$$K(r)=\frac{C}{r^2}\quad (r_{\min}\le r\le r_{\max}),\qquad K(r)=0\ \text{otherwise},$$

with $r$ measured in the wafer plane. Since $K$ is a fraction per area, $C$ is a pure number. Let $S$ be the total scattered fraction, and measure all intensities in units of the intensity in a large clear area.

(a) A ring $a<r<b$ around a point is clear, and lies between the two cutoffs. What background does it produce at the point? Show that every decade of radius, $b=10a$, contributes the same amount.

(b) Express that amount through $S$ and the cutoffs, and find the background at the centre of a dark disc, or pad, of radius $a$ in a clear field.

(c) How does the background change away from the centre of the pad, and what happens if the kernel falls with another power of $r$?

(d) Evaluate the results for $S=8\,\%$, $r_{\min}=1$ µm, $r_{\max}=10\,000$ µm and a pad of radius 10 µm at the centre of a clear field of 26 mm by 33 mm. These are round values in the regime of an extreme-ultraviolet scanner.

A decade here means a ring from some radius to ten times that radius. Rings of equal width or of equal area are a different division, and do not contribute equally.

## First estimate by scaling

The background from a ring is roughly its area times a typical value of the kernel. The area of a decade is

$$A=\pi\left[(10a)^2-a^2\right]=99\pi a^2 .$$

For the typical kernel value, use the radius halfway between the edges on a logarithmic scale, $r=\sqrt{a\cdot 10a}=\sqrt{10}\,a$. There $K=C/(10a^2)$, so

$$F_{\text{est}}=99\pi a^2\cdot\frac{C}{10a^2}=9.9\,\pi C\approx 31.1\,C .$$

The radius $a$ has dropped out. Moving outward by one decade makes the area 100 times larger and the kernel 100 times smaller.

The independence of $a$ does not rest on the choice of typical radius. Any fixed multiple of $a$ gives a kernel value proportional to $1/a^2$. The factor in front does depend on the choice: the kernel at the inner edge would give $99\pi C$, and at the outer edge $0.99\pi C$. As the kernel falls steadily across the ring, these two values enclose the true one, but they differ by a factor of 100. An integral is needed to fix the number.

## Exact solution within the model

### The background integral

Scattered light is taken to add in intensity, without interference with the direct image. Let $I_{\text{dir}}$ be the image without flare. A fraction $1-S$ of the light stays in place and the rest is spread by the kernel, so at the chosen point, taken as origin,

$$I(0)=(1-S)\,I_{\text{dir}}(0)+\int K(r)\,I_{\text{dir}}(\mathbf r)\,d^2r .$$

In an unlimited clear area $I_{\text{dir}}=1$ everywhere. The integral is then $S$, and $I(0)=(1-S)+S=1$, as the choice of unit requires. In a perfectly dark feature $I_{\text{dir}}(0)=0$, and the integral alone remains. Call it the background $F$.

In polar coordinates $d^2r=r\,dr\,d\theta$. Define the mean direct intensity around the circle of radius $r$,

$$m(r)=\frac{1}{2\pi}\int_0^{2\pi}I_{\text{dir}}(r,\theta)\,d\theta .$$

The kernel does not depend on angle, so the angular integral gives $2\pi m(r)$:

$$F=\int_{r_{\min}}^{r_{\max}}\frac{C}{r^2}\,2\pi m(r)\,r\,dr
=2\pi C\int_{r_{\min}}^{r_{\max}} m(r)\,\frac{dr}{r}. \tag{1}$$

One power of $r$ from the circumference has cancelled one of the two in the kernel. Because $dr/r=d(\ln r)$, the background weights the surroundings uniformly in the logarithm of the radius.

### One clear ring

For a clear ring with everything else dark, $m=1$ between $a$ and $b$ and zero elsewhere. If $r_{\min}\le a<b\le r_{\max}$, equation (1) gives

$$F(a,b)=2\pi C\int_a^b\frac{dr}{r}=2\pi C\ln\frac{b}{a}. \tag{2}$$

Only the ratio of the radii enters. Setting $b=10a$,

$$F_{10}=2\pi C\ln 10 , \tag{3}$$

whatever $a$ is. This proves the statement in (a).

A thin ring of width $w\ll r$ shows the contrast with equal steps of radius. There $\ln(1+w/r)\approx w/r$, so its contribution is $2\pi Cw/r$, which falls with distance. A decade further out has room for ten times as many such rings, each contributing one tenth as much.

The condition on the cutoffs matters. If a decade starts at $a<r_{\max}$ but reaches beyond $r_{\max}$, the upper limit in (2) becomes $r_{\max}$, and the contribution is

$$2\pi C\ln\frac{r_{\max}}{a}=F_{10}\log_{10}\frac{r_{\max}}{a}.$$

The factor multiplying $F_{10}$ is the share of the decade's logarithmic width that lies inside the cutoff.

### Normalisation and the dark pad

The kernel must account for the whole scattered fraction:

$$S=\int K\,d^2r=2\pi C\ln\frac{r_{\max}}{r_{\min}}
\quad\Longrightarrow\quad
C=\frac{S}{2\pi\ln(r_{\max}/r_{\min})}. \tag{4}$$

Let $N=\log_{10}(r_{\max}/r_{\min})$ be the number of decades between the cutoffs, so that $\ln(r_{\max}/r_{\min})=N\ln 10$. Then (3) becomes

$$F_{10}=2\pi\ln 10\cdot\frac{S}{2\pi N\ln 10}=\frac{S}{N}. \tag{5}$$

The scattered light is shared equally among the decades. Both cutoffs are necessary: at fixed $C$ the logarithm in (4) grows without limit if $r_{\min}\to0$ or $r_{\max}\to\infty$.

For a dark pad of radius $a\ge r_{\min}$, with clear surroundings out to at least $r_{\max}$, the contributing region runs from $a$ to $r_{\max}$:

$$F_{\text{pad}}(a)=2\pi C\ln\frac{r_{\max}}{a}=\frac{S}{N}\log_{10}\frac{r_{\max}}{a}. \tag{6}$$

Making the pad ten times wider removes one portion $S/N$, as long as the wider pad still fits within $r_{\max}$. In the limit $a=r_{\min}$ the background is the full $S$, and at $a=r_{\max}$ it vanishes.

### Away from the centre

Let the point lie a distance $d<a$ from the pad's centre, and let $s(\theta)$ be its distance to the pad's edge in direction $\theta$. With the pad's centre as origin and the point at $(d,0)$, the edge satisfies

$$(d+s\cos\theta)^2+s^2\sin^2\theta=a^2
\;\Longrightarrow\;
s^2+2ds\cos\theta-(a^2-d^2)=0 .$$

The product of the two roots is $-(a^2-d^2)$. One root is $s(\theta)$. The other is negative and describes the edge in the opposite direction, so it equals $-s(\theta+\pi)$. Hence

$$s(\theta)\,s(\theta+\pi)=a^2-d^2 .$$

Averaging the logarithm over all directions in such pairs gives $\langle\ln s\rangle=\tfrac12\ln(a^2-d^2)$. In each direction the clear region runs from $s(\theta)$ to $r_{\max}$, so

$$F=C\int_0^{2\pi}\ln\frac{r_{\max}}{s(\theta)}\,d\theta
=2\pi C\left[\ln r_{\max}-\tfrac12\ln(a^2-d^2)\right].$$

Writing $a^2-d^2=a^2(1-d^2/a^2)$ separates the central value:

$$F=F_{\text{pad}}(a)-\pi C\ln\!\left(1-\frac{d^2}{a^2}\right). \tag{7}$$

The logarithm is negative, so the background rises. For small $d$ the rise is $\pi C d^2/a^2$, which makes the centre a flat minimum. Equation (7) holds while the whole edge of the pad lies between the cutoffs as seen from the point, $a-d\ge r_{\min}$ and $a+d\le r_{\max}$, and while everything outside the pad is clear out to the distance $r_{\max}$ from the point.

### Another power of the radius

Let $K=B\,r^{-p}$ with $p\ne2$. A clear decade inside the cutoffs contributes

$$2\pi B\int_a^{10a}r^{1-p}\,dr=2\pi B\,a^{2-p}\,\frac{10^{2-p}-1}{2-p}. \tag{8}$$

Replacing $a$ by $10a$ multiplies this by $10^{2-p}$. The ratio of successive decades is therefore 1 only for $p=2$, among pure powers. A steeper kernel favours the near surroundings, a flatter one the far surroundings.

Without the restriction to pure powers, equal decades are a slightly weaker condition. Differentiating $\int_a^{10a}K\,r\,dr=\text{const}$ with respect to $a$ gives $100a\,K(10a)=a\,K(a)$. Thus $r^2K$ must repeat from one decade to the next, but could vary within it. If rings of every fixed ratio $b/a$, not just ten, are to contribute equally wherever they lie, then $r^2K$ must be constant.

### The numbers

The cutoffs span $N=\log_{10}(10\,000/1)=4$ decades, and $\ln(r_{\max}/r_{\min})=9.2103$. From (4) and (5),

$$C=\frac{0.08}{2\pi\times9.2103}=1.382\times10^{-3},\qquad
F_{10}=\frac{8\,\%}{4}=2\,\% .$$

| Ring (µm) | Area (µm²) | Mean kernel (µm⁻²) |
|---|---|---|
| 1 to 10 | $3.11\times10^{2}$ | $6.43\times10^{-5}$ |
| 10 to 100 | $3.11\times10^{4}$ | $6.43\times10^{-7}$ |
| 100 to 1000 | $3.11\times10^{6}$ | $6.43\times10^{-9}$ |
| 1000 to 10 000 | $3.11\times10^{8}$ | $6.43\times10^{-11}$ |

In every row the product of area and mean kernel is 0.0200. As a test that does not use the polar area element, the kernel was also summed over small square cells. Each of the four rings gave 2.000 %.

For the 10 µm pad, three decades of clear surroundings remain, so (6) gives $F_{\text{pad}}=3\times2\,\%=6\,\%$ of the clear intensity. A pad of radius 100 µm would have 4 %, and one of 1000 µm would have 2 %. At a point 5 µm from the centre of the 10 µm pad, (7) adds $-\pi C\ln(0.75)=0.125\,\%$, so the background is nearly uniform over the inner half of the radius.

Half of the pad's background comes from beyond the radius $R$ for which $\ln(r_{\max}/R)=\tfrac12\ln(r_{\max}/a)$. This gives $R=\sqrt{a\,r_{\max}}\approx316$ µm, more than thirty pad radii away. A flare calculation that stopped at 1000 µm would miss the last decade, 2 % out of 6 %, or one third of the background.

## Comparison of the two

The scaling estimate gets the central point right: the contribution of a decade does not depend on where the decade lies. Its size is $31.1\,C=4.3\,\%$, against the exact $2\pi C\ln10=14.5\,C=2\,\%$. Four decades at 4.3 % would add up to 17 %, more than the 8 % of light that is scattered at all.

The excess can be traced. For a general ring the estimate is

$$F_{\text{est}}=\pi(b^2-a^2)\,\frac{C}{ab}=\pi C\left(\frac ba-\frac ab\right)=2\pi C\sinh L,\qquad L=\ln\frac ba ,$$

while (2) reads $F=2\pi C L$. The ratio is

$$\frac{F_{\text{est}}}{F}=\frac{\sinh L}{L},$$

which tends to 1 for thin rings and equals $4.95/2.303=2.15$ for a decade. Most of a decade's area lies near its outer edge, where the kernel is weak, so the kernel at the logarithmic midpoint is too large to stand for the average over the area. The radius at which the kernel equals that average follows from $99\pi a^2\,C/r^2=2\pi C\ln10$, which gives $r=4.64\,a$ instead of $3.16\,a$.

## The model beside a real scanner

The wavelength of such a scanner is 13.5 nm, and a numerical aperture of 0.33 is in use. A total flare of several percent is the right regime; 8 % is on the high side for production optics, as a rough judgement. At fixed cutoffs every flare contribution above is proportional to $S$, so halving $S$ halves it. One assumption open to doubt is the exponent, since the kernel follows the roughness of the mirrors, which need not give an exact inverse square. With $p=2.2$ and the same $S$ and cutoffs, successive decades stand in the ratio 0.631 and contribute 3.51, 2.21, 1.40 and 0.88 %. The background of the 10 µm pad falls from 6 % to 4.5 %, a quarter less. Equal decades are thus a property of the inverse-square model, and a modest change of exponent spoils them visibly.

Several other omissions can be sized one at a time, with everything else held fixed. Light of other wavelengths from the source, which can also add to the background, is not included.

**Absorber.** A real mask absorber reflects some light. If the pad has direct intensity $\varepsilon$ instead of zero, it gains $(1-S)\varepsilon$ directly and $\varepsilon(S-F_{\text{pad}})$ from flare within the pad, together $\varepsilon(1-F_{\text{pad}})$. For $\varepsilon=2\,\%$, a rough typical size, this is $0.02\times0.94=1.88\,\%$. The total background becomes 7.9 %. The addition is not flare from the clear field, but a measurement of darkness in the pad would include it.

**Field edge.** At the field's centre the nearest edge is 13 mm away, beyond $r_{\max}$, so the pad sees a full clear circle. Now place it at a distance $h=1000$ µm from the middle of a long side, with darkness beyond. On a circle of radius $r>h$, the dark part is an arc of angle $2\arccos(h/r)$. By (1) the loss is

$$2C\int_h^{r_{\max}}\arccos\!\left(\frac hr\right)\frac{dr}{r}=0.73\,\% ,$$

which leaves 5.3 %. The loss is below half of the last decade, 1 %, because the dark arc is less than a half circle at every finite radius. This holds for an isolated field. Where a neighbouring field is exposed beyond the edge, its stray light adds to the dose and makes up part or all of the loss.

**Shape of the inner cutoff.** A rounded kernel $C/(r^2+r_{\min}^2)$ gives a clear ring the contribution $\pi C\ln[(b^2+r_{\min}^2)/(a^2+r_{\min}^2)]$. With the same $C$, the first decade drops to 1.70 %, while the second, at 1.996 %, hardly changes. For this shape, equality is lost close to the cutoff and restored within about a decade of it. How fast it returns depends on the shape: the kernel $C/(r+r_{\min})^2$, which approaches $C/r^2$ more slowly, gives 1.13, 1.86 and 1.98 % for the first three decades.

**Repeated scattering.** If scattering events follow Poisson statistics with mean $\mu$, then $e^{-\mu}=1-S$, and the fraction scattered at least twice is $1-e^{-\mu}(1+\mu)=0.33\,\%$. This is a share of the light, not the change in the background. If every event displaces the light by the same kernel shape, the background of the 10 µm pad moves only from 6.00 % to about 6.06 %, because light scattered twice escapes the pad somewhat more often than light scattered once. The correction applies if $K$ was calculated for single scattering; a kernel measured on the whole lens already contains it.

**Diffraction.** For an ideal circular pupil, the fraction of a point image falling outside radius $a$ is $J_0^2(v)+J_1^2(v)$, with $v=2\pi\,\mathrm{NA}\,a/\lambda$, where $J_0$ and $J_1$ are Bessel functions, NA is the numerical aperture and $\lambda$ the wavelength. At 10 µm this is 0.04 %. It is an incoherent estimate of size, and it is small beside the 6 % of flare.

A scanner also exposes the field through a moving slit. The full-field integral then describes the accumulated dose, provided that stray light landing outside the slit still reaches the wafer. An aperture that blocks such light would weaken the distant decades, by an amount that depends on the slit width $W$. If all such light were blocked, light displaced by $y$ along the scan would be kept with weight $1-|y|/W$ for $|y|<W$ and lost otherwise. For an assumed $W=2$ mm the background of the 10 µm pad would then fall from 6 % to about 4.3 %.

## Calculated quantities

```
INPUTS (round, rough typical values)
total scattered fraction S: 8.0 %
inner cutoff: 1 um
outer cutoff: 10000 um
dark-pad radius: 10 um
field: 26 mm by 33 mm
KERNEL AND DECADES
number of decades N: 4.0
ln(r_max/r_min): 9.2103
kernel strength C: 1.3824e-03 (no unit)
formula, flare per decade: 2.000 %
ring 1 to 10 um: area 3.110e+02 um^2
  mean kernel 6.431e-05 per um^2
  flare by cell sum 2.000 %
ring 10 to 100 um: area 3.110e+04 um^2
  mean kernel 6.431e-07 per um^2
  flare by cell sum 2.000 %
ring 100 to 1000 um: area 3.110e+06 um^2
  mean kernel 6.431e-09 per um^2
  flare by cell sum 2.000 %
ring 1000 to 10000 um: area 3.110e+08 um^2
  mean kernel 6.431e-11 per um^2
  flare by cell sum 2.000 %
sum of the four cell sums: 7.999 %
ring 3000 to 30000 um, cut at r_max:
  formula 1.046 %, cells 1.046 %
DARK PAD IN CLEAR FIELD
pad radius 1 um: flare 8.000 %
pad radius 10 um: flare 6.000 %
pad radius 30 um: flare 5.046 %
pad radius 100 um: flare 4.000 %
pad radius 1000 um: flare 2.000 %
rise 5 um off centre, 10 um pad: 0.125 %
NEGLECTED EFFECTS, 10 um PAD (% of clear intensity)
exponent 2.2: ratio of successive decades 0.631
  decades: 3.51, 2.21, 1.40, 0.88 %
  pad flare 4.49 %
rounded cutoff, first decade: 1.703 %
rounded cutoff, second decade: 1.996 %
absorber reflecting 2 % of clear intensity:
  added background 1.88 %
pad 1000 um from field edge:
  lost flare 0.727 %
light scattered at least twice: 0.33 %
wavelength 13.5 nm, aperture 0.33
  diffraction tail beyond pad radius 0.041 %
```
